# Dividing a Fixed Pitch Between Wire Width and Spacing

Long parallel metal wires repeat with a fixed pitch $P$. Each has width $W$, thickness $T$ and resistivity $\rho$, and the gap between neighbours is $S$, so that

$$W+S=P,\qquad 0<W<P .$$

Conducting planes held at fixed potential lie a distance $H$ above and below the wires. An insulator of permittivity $\varepsilon$ fills all the space between conductors. When the pitch is fixed, metal added to a wire is taken from the gap beside it. The problem asks how the pitch should be shared if signals are to travel quickly.

In parts (a) to (f), $\rho$ does not depend on $W$, the whole cross-section conducts, and fields at the wire edges are neglected. Part (g) removes these assumptions.

The numerical example has $P=T=H=80$ nm, relative permittivity 3.0 and $\rho=4.0\ \mu\Omega\,$cm. These are rough values for narrow copper wires in a low-permittivity insulator.

## (a) Resistance and capacitance

**Find the resistance $r$ and capacitance $c$ per unit length. Allow for neighbours that switch at the same time as the wire.**

**Solution.** A length $L$ with cross-section $WT$ has resistance $\rho L/(WT)$. Hence

$$r=\frac{\rho}{WT}.$$

For the capacitance, put the wire at voltage $V$ and all other conductors at zero. The field between the top face and the upper plane is $V/H$. By Gauss's law the face carries charge $\varepsilon WV/H$ per unit length, and the bottom face carries the same. Each sidewall has height $T$ and faces a field $V/S$, so it carries $\varepsilon TV/S$. Adding two faces and two sidewalls and dividing by $V$ gives

$$c=\frac{2\varepsilon W}{H}+\frac{2\varepsilon T}{S}.$$

If the neighbours switch, what matters is the charge the wire must receive during the transition. Suppose the wire rises from 0 to $V$ while its neighbours fall from $V$ to 0. The voltage across each gap changes from $-V$ to $+V$, a change of $2V$, and the sidewall charge doubles. A factor $M$ describes this:

$$c=\frac{2\varepsilon W}{H}+\frac{2\varepsilon MT}{S}.$$

Quiet neighbours have $M=1$ and oppositely switching neighbours have $M=2$. Neighbours that switch together with the wire have $M=0$, because the gap voltage does not change.

The two geometrical terms were tested against solutions of Laplace's equation in two dimensions, with $H=S=20$ nm. Widening a wire from 100 to 120 nm at $T=40$ nm raised the capacitance at a rate 1.0000 times $2\varepsilon/H$. Thickening it from 100 to 120 nm at $W=40$ nm gave 1.0000 times $2\varepsilon/S$. Taking differences removes the edge contribution, which is absent from the formula and is measured in part (g).

## (b) The smallest product

**For $M>0$, which width minimises $rc$, and what is the minimum?**

**Solution.** Multiply the two expressions term by term:

$$rc=\frac{\rho}{WT}\,\frac{2\varepsilon W}{H}+\frac{\rho}{WT}\,\frac{2\varepsilon MT}{S}
=\frac{2\rho\varepsilon}{TH}+\frac{2\rho\varepsilon M}{WS}.$$

In the first term $W$ cancels: widening the wire raises its plate capacitance by the same factor by which it lowers the resistance. In the second term $T$ cancels. The width now enters through $WS$ alone, and minimising $rc$ means maximising $WS$ at fixed $W+S$.

Let $\delta$ be the departure of the width from half the pitch:

$$W=\frac P2+\delta,\qquad S=\frac P2-\delta,\qquad WS=\frac{P^2}{4}-\delta^2 .$$

Since $\delta^2\ge0$, the product is largest at $\delta=0$ and smaller everywhere else. The unique minimum of $rc$ is therefore at

$$W=S=\frac P2,\qquad
(rc)_{\min}=2\rho\varepsilon\left(\frac1{TH}+\frac{4M}{P^2}\right).$$

Differentiation agrees:

$$\frac{d}{dW}\,\frac{1}{W(P-W)}=-\frac{P-2W}{W^2(P-W)^2},$$

which is negative below $P/2$ and positive above it.

The optimum is a compromise. Resistance alone falls all the way to $W\to P$. Capacitance alone favours $W\to0$, because $dS/dW=-1$ gives

$$\frac{dc}{dW}=\frac{2\varepsilon}{H}+\frac{2\varepsilon MT}{S^2}>0 .$$

A small widening $dW$ lowers the resistance by the fraction $dW/W$ and raises the sidewall capacitance by the fraction $dW/S$. These fractions balance when $W=S$. The strength of the sidewall coupling does not enter this balance, so the optimum is the same for every positive $M$. At $M=0$ the sidewall term vanishes, $rc$ does not depend on the width, and there is no preferred division.

In the example $W=S=40$ nm, and

$$r=\frac{4.0\times10^{-8}\ \Omega\,\text{m}}{(40\times10^{-9}\ \text{m})(80\times10^{-9}\ \text{m})}=12.5\ \Omega/\mu\text{m},$$

$$c=2\varepsilon\left(\frac{40}{80}+\frac{80}{40}\right)=5\varepsilon=0.1328\ \text{fF}/\mu\text{m}.$$

Their product is $rc=1.660$ ns/mm². With $M=2$ the bracket becomes $0.5+4=4.5$ instead of 2.5, and the minimum rises by the factor 1.8 to 2.988 ns/mm².

Making the wires thicker reduces the first term of $(rc)_{\min}$ but leaves $8\rho\varepsilon M/P^2$ untouched. In this model a small pitch therefore sets a floor that thickness cannot remove.

## (c) The cost of another division

**By what fraction does $rc$ increase when the width is $P/2+\delta$?**

**Solution.** Subtract the minimum from the general expression. The plate terms cancel:

$$rc-(rc)_{\min}=2\rho\varepsilon M\left(\frac{1}{P^2/4-\delta^2}-\frac{1}{P^2/4}\right)
=2\rho\varepsilon M\,\frac4{P^2}\,\frac{\delta^2}{P^2/4-\delta^2}.$$

Now divide by $(rc)_{\min}$, and define

$$s=\frac{4M/P^2}{1/(TH)+4M/P^2}.$$

This is the sidewall share of the capacitance at $W=S$, since both parts of $c$ are there multiplied by the same $r$. The result is

$$\frac{rc}{(rc)_{\min}}-1=s\,\frac{\delta^2}{P^2/4-\delta^2}.$$

For small $\delta$ the cost is quadratic, $4s\delta^2/P^2$. It diverges as either the metal or the gap disappears. In the example $s=2/2.5=0.800$, so a width of 50 nm costs

$$0.800\times\frac{10^2}{40^2-10^2}=0.800\times\frac{100}{1500}=5.33\ \%.$$

| $W$ (nm) | $r$ (Ω/µm) | $c$ (fF/µm) | $rc$ (ns/mm²) |
|---:|---:|---:|---:|
| 20 | 25.00 | 0.0841 | 2.103 |
| 30 | 16.67 | 0.1049 | 1.749 |
| 40 | 12.50 | 0.1328 | 1.660 |
| 50 | 10.00 | 0.1749 | 1.749 |
| 60 | 8.33 | 0.2523 | 2.103 |

Exchanging $W$ and $S$ leaves $rc$ unchanged, as the product $WS$ requires. It does not leave the wire unchanged. Widths of 30 and 50 nm have equal $rc$, but the narrower wire needs 40 % less charge for the same voltage step. With the edge fields of part (g) the saving is about one third, and $rc$ at 30 nm is about one eighth larger than at 50 nm.

## (d) From $rc$ to a delay

**A wire of length $L$, initially at zero, is connected at $x=0$ to an ideal source of voltage $V$. Its far end is open. When does the far end reach $V/2$?**

**Solution.** Let $i$ be the current towards increasing $x$. Ohm's law and charge conservation give

$$\frac{\partial v}{\partial x}=-ri,\qquad \frac{\partial i}{\partial x}=-c\,\frac{\partial v}{\partial t}.$$

Differentiate the first equation with respect to $x$ and insert the second:

$$\frac{\partial^2v}{\partial x^2}=rc\,\frac{\partial v}{\partial t}.$$

This is a diffusion equation. Inductance has been neglected. Write $v=V(1-u)$. Then $u$ obeys the same equation, with $u=0$ at the source, $\partial u/\partial x=0$ at the open end, and $u=1$ initially. The modes satisfying both end conditions are $\sin k_nx$ with

$$k_n=\frac{(2n+1)\pi}{2L},\qquad n=0,1,2,\ldots$$

Each decays as $\exp[-k_n^2t/(rc)]$. The initial condition fixes its coefficient:

$$a_n=\frac2L\int_0^L\sin k_nx\,dx=\frac{2}{k_nL}=\frac{4}{(2n+1)\pi},$$

where $\cos k_nL=0$ was used. At the far end $\sin k_nL=(-1)^n$, and therefore

$$\frac{v(L,t)}V=1-\frac4\pi\sum_{n=0}^{\infty}\frac{(-1)^n}{2n+1}
\exp\left[-\frac{(2n+1)^2\pi^2}{4}\,\frac{t}{rcL^2}\right].$$

Time appears divided by $rcL^2$, so the 50 % delay is a pure number times $rcL^2$. The second mode decays nine times as fast as the first. Keeping the first alone gives

$$\frac{t_{50}}{rcL^2}\approx\frac4{\pi^2}\ln\frac8\pi\approx0.379,$$

and the full series gives 0.3787. A ladder of 300 discrete resistor-capacitor sections reproduced this delay within the test's relative tolerance of $10^{-4}$.

At fixed length, the width that minimises $rc$ also minimises this delay. For $L=100\ \mu$m and $W=40$ nm, the total resistance is 1250 Ω and the total capacitance 13.28 fF. Their product is 16.60 ps, so $t_{50}=0.3787\times16.60=6.29$ ps.

This value assumes that the quiet neighbours stay at zero along their whole length. In the array they are resistive wires held at zero only at the source end, so they are pulled up for a while and the switching wire charges faster at first. A pattern in which wire $n$ carries the factor $e^{in\theta}$ obeys the same diffusion equation with $M=1-\cos\theta$, and one wire switching alone is the average of these patterns over $\theta$. That average gives $t_{50}=5.19$ ps. Every pattern depends on the width only through $WS$, so the best width is still $W=S$. The Elmore delay of part (e) is unchanged, because the mean of $1-\cos\theta$ is 1. The single-line formula is exact for $M=0$ and for the fully alternating pattern $M=2$, where it gives 11.32 ps; if only the two neighbours fall, the delay is 11.4 ps.

## (e) A fixed driver and load

**Now let the source have resistance $R_d$ and the far end a load capacitance $C_L$. Is the same width still best?**

**Solution.** A convenient measure is the Elmore delay, the area between the final voltage and the output voltage divided by $V$:

$$\tau=\int_0^\infty\left[1-\frac{v(L,t)}V\right]dt .$$

It can be found by counting charge. During the whole transition, the charge passing position $x$ is what the remaining wire and load finally hold, $V[c(L-x)+C_L]$. Multiplying charge by resistance gives the time integral of a voltage drop. Adding the drops in the driver and along the wire,

$$\tau=R_d(cL+C_L)+\int_0^L r[c(L-x)+C_L]\,dx
=R_d(cL+C_L)+rL\left(\frac{cL}{2}+C_L\right).$$

For the bare wire this is $rcL^2/2$, not the 50 % delay $0.379\,rcL^2$. The two measures differ, but for the bare wire both are proportional to $rc$.

The terms $R_dcL$ and $rLC_L$ depend on $c$ and $r$ separately. Examine the slope at $W=S=P/2$. There $d(rc)/dW=0$ and $dr/dW=-r/W$. Setting $S=W$ in the capacitance slope of part (b) gives

$$\frac{dc}{dW}=\frac1W\left(\frac{2\varepsilon W}{H}+\frac{2\varepsilon MT}{W}\right)=\frac cW .$$

Hence

$$\left.\frac{d\tau}{dW}\right|_{W=S}=\frac LW\,(R_dc-rC_L).$$

The functions $c$, $r$ and $rc$ are all convex in $W$: their width dependence consists of linear terms and positive multiples of $1/W$ and $1/(P-W)$, since

$$\frac1{W(P-W)}=\frac1P\left(\frac1W+\frac1{P-W}\right).$$

For $M>0$, $\tau$ also diverges as $W\to0$ and as $W\to P$, so it has a single minimum, and the sign of the slope tells where it lies. At $M=0$ a strong driver can make $\tau$ fall all the way to $W\to P$. If $R_dc>rC_L$, a narrower wire is better. If $R_dc<rC_L$, a wider one is better. Equal width and spacing remains optimal when the two are equal.

Take $R_d=1000$ Ω, $C_L=1.0$ fF and $L=100\ \mu$m. Then $R_dcL=13.28$ ps greatly exceeds $rLC_L=1.25$ ps. At $W=S$,

$$\tau=1000\ \Omega\times14.28\ \text{fF}+1250\ \Omega\times7.64\ \text{fF}=23.83\ \text{ps}.$$

The minimum is 21.74 ps, at $W=26.5$ nm. It is 9 % below the delay at equal width and spacing. A weak driver makes capacitance more costly than wire resistance.

## (f) Repeaters

**A long wire is divided into segments of length $l$, each driven by a repeater of size $h$. Its resistance is $R_0/h$, its input capacitance $hC_0$ and its output capacitance $hC_p$. Choose $l$, $h$ and $W$ for the least Elmore delay per unit length.**

**Solution.** The driver charges its own output, the segment and the next input. The wire resistance carries the charge for the segment and the next input. Using part (e), one stage takes

$$\tau=\frac{R_0}{h}(hC_p+cl+hC_0)+rl\left(\frac{cl}{2}+hC_0\right).$$

Divide by $l$ and collect terms:

$$D=\left[\frac{R_0(C_0+C_p)}l+\frac{rcl}2\right]+\left[\frac{R_0c}{h}+rhC_0\right].$$

The first bracket contains $l$ but not $h$, and the second contains $h$ but not $l$. They can be minimised separately. For positive $A$ and $B$,

$$\frac Ay+By=\left(\sqrt{\frac Ay}-\sqrt{By}\right)^2+2\sqrt{AB}\ \ge\ 2\sqrt{AB},$$

with equality at $y=\sqrt{A/B}$. Applying this to each bracket gives

$$l=\sqrt{\frac{2R_0(C_0+C_p)}{rc}},\qquad h=\sqrt{\frac{R_0c}{rC_0}},$$

$$D_{\min}=\sqrt{rc}\left[\sqrt{2R_0(C_0+C_p)}+2\sqrt{R_0C_0}\right].$$

The bracket contains repeater properties alone. The remaining dependence on width is through $\sqrt{rc}$, so the best division is again $W=S$. This agrees with part (e): the best repeater size satisfies $(R_0/h)c=r(hC_0)$, the condition under which driver and load leave the optimum in place.

Take $R_0=10$ kΩ and $C_0=C_p=0.1$ fF, so $R_0C_0=1$ ps. The bracket equals $4\sqrt{1\ \text{ps}}$, and with $rc=1660$ ps/mm²,

$$D_{\min}=4\sqrt{1660}\ \text{ps/mm}=163.0\ \text{ps/mm}.$$

The separation is $l=\sqrt{4/1660}$ mm $=49.1\ \mu$m, and the size is $h=32.6$ units. A numerical search over all three variables together also found $W=40.000$ nm.

The square root softens the cost of a different width. The 5.33 % increase of $rc$ at 50 nm becomes 2.6 % in delay if the repeaters are chosen again. Repeaters also change the dependence on length from quadratic to linear. For 1 mm of wire with an ideal source and open end, the Elmore delay is $1660/2=830$ ps, against 163 ps with repeaters. These formulas treat $l$ and $h$ as continuous and repeaters as linear resistors.

## (g) Real narrow wires

**Which neglected effects move the optimum of $rc$, and by how much in the example?**

**Solution.** Scattering at surfaces and grain boundaries makes narrow copper more resistive. A simple model uses a bulk part of 1.7 µΩ cm and a part proportional to $1/W$, matched to 4.0 µΩ cm at 40 nm:

$$\rho(W)=\left(1.7+2.3\,\frac{40\ \text{nm}}W\right)\mu\Omega\,\text{cm}.$$

Widening now lowers the resistivity as well as the geometrical resistance, so the optimum moves to a wider wire. A resistive liner of thickness $b=3.0$ nm on the bottom and sides acts in the same direction. It reduces the conducting area to $(W-2b)(T-b)$, and widening recovers a larger fraction of it.

Edge fields add capacitance. At $W=S$ the two-dimensional solution gives about 0.189 fF/µm, 42 % above the simple formula. Halving the grid step from 2 to 1 nm changed the value from 0.1898 to 0.1895 fF/µm. The corner fields converge slowly, and the limit of fine resolution is 0.1892 fF/µm. If the added capacitance were independent of width, its product with $r$ would fall as $1/W$ and favour wider metal. The full field solution, which does not assume this, also moves the optimum that way.

The last column below is the excess of $rc$ at $W=S=40$ nm over the new minimum, with $M=1$. With these effects the optimum does depend on how the neighbours switch: when the two neighbours switch oppositely the last two rows move to 42.8 and 52.8 nm, and about 0.1 nm lower for a fully alternating pattern. The table gives optima of $rc$; the 50 % delay of a wire between resistive quiet neighbours, as in part (d), is least near 47.6 and 55.8 nm in the last two rows.

| Effect included | Best $W$ (nm) | Excess (%) |
|---|---:|---:|
| Width-dependent resistivity | 49.7 | 7.3 |
| Liner | 43.6 | 0.8 |
| Edge fields | 45.5 | 1.6 |
| All three | 54.5 | 19.6 |

The excesses do not add. Each effect multiplies $rc$ by a factor, so the slopes of $\ln rc$ at 40 nm add, and the excess grows roughly as the square of the total slope. With all three effects, $rc$ at equal width and spacing is 2.89 ns/mm², 74 % above the ideal 1.660 ns/mm².

Heating from 300 to 378 K, with a rough coefficient of 0.0039 per kelvin on the bulk part, raises the resistivity at 40 nm by 12.9 %. An increase by a common factor would not move the optimum. Here the added part is independent of width, which dilutes the $1/W$ part, and the first entry in the table moves from 49.7 to 48.9 nm.

Inductance has little effect here. If the magnetic field were kept out of the metal, with the return current on the surfaces of the surrounding conductors, the inductance per length would be $\mu_0\varepsilon/c$. Here $c$ is the full capacitance including edge fields, and at 10 GHz the impedance would be 0.0009 of the resistance (0.0013 if the simple formula for $c$ is used). In fact the skin depth is about 1000 nm, far larger than the wire, so the field enters the metal and the return current can spread out. The inductance is then larger, but even ten times this value would give an impedance of only about 1 % of the resistance.

The insulator sets another limit. At 0.7 V the mean field across a 40 nm gap is 0.175 MV/cm. At the combined optimum the gap is 25.5 nm and the field 0.274 MV/cm. These are mean values. The field rises towards the corners, and 1 nm from an ideal sharp corner it is about 0.37 to 0.38 MV/cm for the 40 nm gap and 0.43 to 0.48 MV/cm for the 25.5 nm gap, increasing as the direction turns from above the top face into the gap. All these values are below the rough breakdown scale of a few MV/cm for such insulators, although rough edges and long service reduce the margin.

In this example, the width dependence of the resistivity moves the optimum most among the three effects in the table. Its size depends on the assumed form. If the excess resistivity is instead proportional to $1/W+1/T$, as for scattering at all four surfaces, the first row becomes 47.1 nm and 3.4 %, and the last row 52.5 nm and 13 %. The planes are also an idealisation, since adjacent layers may contain separate wires. Equal width and spacing is thus the optimum of the ideal $rc$ model and a starting point for design. The three effects in the table push towards wider metal, while a weak fixed driver pushes towards narrower metal. Not every omitted effect favours wider metal: a damaged insulator layer 3 nm thick with relative permittivity 4.2 on each sidewall moves the optimum about 1 nm the other way. The push from the three effects in the table and the push from a weak driver can cancel. For the driver and load of part (e), the best width of 26.5 nm becomes 31 nm with edge fields and 41 nm with all three effects, where the gain over $W=S$ all but vanishes. The numerical output below gives the values behind the tables.

## Calculated quantities

```
Pitch, thickness, plane gap: 80, 80, 80 nm
Relative permittivity: 3.0
Resistivity: 4.0 uohm cm
W (nm), r (ohm/um), c (fF/um), rc (ns/mm2):
  20   25.00  0.0841  2.103
  30   16.67  0.1049  1.749
  40   12.50  0.1328  1.660
  50   10.00  0.1749  1.749
  60    8.33  0.2523  2.103
Sidewall share of c at W=S: 0.800
rc penalty at W=50 nm: 5.33 %
Minimum rc for M=2: 2.988 ns/mm2
Field-solved plate slope / (2/H): 1.0000
Field-solved sidewall slope / (2/S): 1.0000
Wire length: 100 um
Total wire resistance: 1250 ohm
Total wire capacitance: 13.28 fF
50% delay / total RC: 0.3787
50% wire delay: 6.29 ps
Fixed driver and load: 1000 ohm, 1.0 fF
Elmore delay at W=S: 23.83 ps
Best W with fixed driver: 26.5 nm
Elmore delay at that W: 21.74 ps
Unit repeater resistance: 10 kohm
Unit input, output capacitance: 0.1, 0.1 fF
Best repeater separation: 49.1 um
Best repeater size: 32.6 units
Best repeated Elmore delay: 163.0 ps/mm
Joint numerical best W: 40.000 nm
Bulk resistivity in size model: 1.7 uohm cm
Liner thickness: 3.0 nm
Changed optimum (nm), rc penalty for keeping W=S (%):
  size resistivity: 49.7, 7.28
  size at 378 K: 48.9, 5.81
  liner: 43.6, 0.80
  fringe field: 45.5, 1.61
  size+liner+fringe: 54.5, 19.61
Fringe optimum on 2 nm grid: 45.4 nm
Solved c at W=S, 2 nm grid: 0.1898 fF/um
Solved c at W=S, 1 nm grid: 0.1895 fF/um
Combined-model rc at W=S: 2.895 ns/mm2
Resistivity rise, 300 to 378 K: 12.9 %
Inductive/resistive impedance at 10 GHz: 0.00126
Skin depth at 10 GHz: 1007 nm
Voltage for dielectric field: 0.7 V
Mean field at W=S: 0.175 MV/cm
Mean field at combined optimum: 0.274 MV/cm
```
